# How a nodeless trial function can bias pseudopotential diffusion Monte Carlo

Take an atom with two valence electrons and replace its core by a pseudopotential. The electrons form a spin singlet, so their spatial wave function is symmetric, and the trial function can be chosen positive everywhere:

\[
\psi(\mathbf r_1,\mathbf r_2)=\varphi(r_1)\varphi(r_2)e^{J(r_{12})},\qquad \varphi>0 .
\]

Here \(J\) is the Jastrow exponent. Changing it changes the correlation between the electrons but creates no node. Does the energy from diffusion Monte Carlo (DMC) depend on \(J\)?

The belief to be examined says no: DMC depends on the trial function through its nodes alone, so without nodes it gives the exact ground-state energy. I assume zero time step, no population bias and exact angular integration, so that none of these can be blamed for a discrepancy. Hartree atomic units are used, and the core is fixed.

## Why the belief is tempting

For a local potential \(V\), it is correct. DMC evolves a state \(\Phi\) in imaginary time \(\tau\),

\[
-\frac{\partial\Phi}{\partial\tau}=(H-E_T)\Phi,\qquad H=T+V,
\]

where \(E_T\) is an energy offset. Importance sampling propagates \(f=\psi\Phi\) instead. Since \(\psi\) does not depend on \(\tau\),

\[
-\frac{\partial f}{\partial\tau}=\psi(H-E_T)\psi^{-1}f .
\]

If \(H\Phi=E\Phi\), then \((\psi H\psi^{-1})(\psi\Phi)=\psi H\Phi=E\,\psi\Phi\). The eigenvalue is unchanged. A positive \(\psi\) affects the statistical noise, not the energy. If \(\psi\) has nodes, the fixed-node method also requires \(\Phi\) to vanish there, and only this boundary condition retains a memory of \(\psi\).

The argument assumes that the walk can represent \(H\) itself. A nonlocal pseudopotential can prevent that even when \(\psi\) has no nodes.

## What the nonlocal potential does to the walk

Let \(H=T+V+W\), where \(V\) includes the electron repulsion and

\[
W=A\sum_{i=1}^{2}v(r_i)P_L(i),\qquad v\ge0 .
\]

The operator \(P_L(i)\) projects electron \(i\) on angular momentum \(L\). By the addition theorem for spherical harmonics, it is an integral over rotated positions of that electron:

\[
(P_Lf)(\Omega)=\int\frac{2L+1}{4\pi}P_L(\cos\gamma)f(\Omega')\,d\Omega',
\]

with \(\gamma\) the angle between \(\Omega\) and \(\Omega'\).

Write \(K(R,R')\) for the kernel of \(W\), where \(R\) contains both electron positions. A short imaginary-time step contains \(1-\tau W\), so a move from \(R'\) to a different \(R\) has weight \(-\tau K(R,R')\). It can be a transition probability only if \(K\le0\). For a repulsive p channel, \(L=1\) and \(A>0\), the kernel is

\[
\frac{3A}{4\pi}v(r_i)\cos\gamma .
\]

It is positive for every rotation by less than \(90^\circ\), and those moves would have negative weight. A sign problem has appeared without any node in \(\psi\).

The **locality approximation** removes all nonlocal moves by replacing \(W\) with a multiplicative potential:

\[
H_{\rm LA}=T+V+\frac{W\psi}{\psi}.
\]

**T-moves**, in the form considered here, split \(K=K^++K^-\) into its positive and negative parts. The negative part is kept as moves and the positive part is localized:

\[
H_{\rm TM}=T+V+W^-+\frac{W^+\psi}{\psi}.
\]

A rotation leaves \(r_i\) unchanged, so \(\varphi\) cancels from these ratios. The factor \(e^{J(r_{12}')-J(r_{12})}\) remains, because rotating one electron changes the distance between the two. The Jastrow factor has entered the Hamiltonian.

The usual energy estimate does not remove it. Let \(\Phi\) be the ground state of either effective Hamiltonian, with energy \(E_{\rm eff}\). Both satisfy \(H_{\rm eff}\psi=H\psi\), since the localized terms acting on \(\psi\) restore what they replaced. For real functions and Hermitian operators,

\[
\frac{\langle\psi|H|\Phi\rangle}{\langle\psi|\Phi\rangle}
=\frac{\langle H_{\rm eff}\psi|\Phi\rangle}{\langle\psi|\Phi\rangle}
=\frac{\langle\psi|H_{\rm eff}\Phi\rangle}{\langle\psi|\Phi\rangle}
=E_{\rm eff}.
\]

DMC therefore reports the eigenvalue of the modified problem.

## The error in one identity

Let \(\widetilde K\) be the part of the kernel that was localized: \(K\) for the locality approximation, \(K^+\) for T-moves. Primes denote functions at \(R'\). For any real \(\Phi\),

\[
\langle\Phi|H_{\rm eff}-H|\Phi\rangle
=\iint\widetilde K\left[\Phi^2\frac{\psi'}{\psi}-\Phi\Phi'\right]dR\,dR' .
\]

The first term is the localized potential, the second the operator it replaced. Since \(\widetilde K(R,R')=\widetilde K(R',R)\), we may average the expression with the one obtained by exchanging \(R\) and \(R'\):

\[
\begin{aligned}
\langle\Phi|H_{\rm eff}-H|\Phi\rangle
&=\frac12\iint\widetilde K\left[\Phi^2\frac{\psi'}{\psi}+\Phi'^2\frac{\psi}{\psi'}-2\Phi\Phi'\right]dR\,dR'\\
&=\frac12\iint\widetilde K\,\psi\psi'\left(\frac{\Phi}{\psi}-\frac{\Phi'}{\psi'}\right)^2dR\,dR'.
\end{aligned}
\]

Multiplying out the square in the last line gives back the line above.

A local potential has a kernel concentrated at \(R=R'\), where the bracket vanishes. This is why it produces no such error.

For T-moves, \(\widetilde K\ge0\), so the integral cannot be negative. With \(\Phi\) the normalized ground state of \(H_{\rm TM}\), and \(E_0\) that of \(H\),

\[
E_{\rm TM}\ge\langle\Phi|H|\Phi\rangle\ge E_0 .
\]

For the locality approximation \(\widetilde K\) may have either sign, and this bound is lost.

The identity also shows what a good Jastrow factor achieves. Suppose the true ground state \(\Psi\) is positive and \(\psi=\Psi\). Then \(H_{\rm eff}\Psi=H\Psi=E_0\Psi\). The effective Hamiltonian has no positive off-diagonal moves, so its ground state can be chosen nonnegative. A positive eigenfunction cannot be orthogonal to it, hence \(\Psi\) is that ground state and the error is zero.

Now let \(\psi=\Psi e^{\varepsilon\eta}\), with \(\eta\) a smooth function. The first-order energy change is the part linear in \(\varepsilon\) of \(\langle\Psi|H_{\rm eff}-H|\Psi\rangle\). Setting \(\Phi=\Psi\) in the identity makes the bracket \(e^{-\varepsilon\eta}-e^{-\varepsilon\eta'}\), which is of order \(\varepsilon\). Its square has no linear term, so the energy error starts at \(\varepsilon^2\) in both schemes.

## A pseudo-atom with numbers

Consider the model

\[
V=-\frac{2\operatorname{erf}(r_1)}{r_1}-\frac{2\operatorname{erf}(r_2)}{r_2}+\frac1{r_{12}},
\qquad v(r)=e^{-r^2},
\]

with \(L=1\) and \(A=4\) hartree. For zero total angular momentum, the wave function depends on \(r_1\), \(r_2\) and \(x=\cos\theta_{12}\), and can be expanded in \(P_l(x)\). Any kernel \(k(\cos\gamma)\) has the Legendre expansion

\[
k(t)=\sum_l\frac{2l+1}{4\pi}\lambda_lP_l(t),\qquad
\lambda_l=2\pi\int_{-1}^{1}k(t)P_l(t)\,dt .
\]

Each term is \(\lambda_l\) times a projector, so the kernel multiplies the component \(P_l(x)\) by \(\lambda_l\). The effective Hamiltonians can thus be diagonalized directly, with no random sampling.

Start with \(J=0\). In the locality approximation,

\[
W\psi\propto\int_{-1}^{1}t\,dt=0 .
\]

The p potential disappears altogether. Yet the true ground state has a p component, of weight 0.008, because the electrons avoid each other in angle. Since \(W\) is a sum of nonnegative operators, deleting it cannot raise the energy. In the common finite basis,

\[
E_{\rm LA}-E_0=-1.38279-(-1.37452)=-0.00827\ \text{hartree}.
\]

This DMC energy lies below the ground-state energy, although \(\psi\) has no nodes.

For T-moves, the positive part of the angular kernel, with \(Av\) taken out, is \(3t/(4\pi)\) for \(t>0\). Its first eigenvalues are

\[
\lambda_0^+=\frac32\int_0^1t\,dt=\frac34,\qquad
\lambda_1^+=\frac32\int_0^1t^2\,dt=\frac12 .
\]

With \(J=0\), the localized potential is \(\frac34A[v(r_1)+v(r_2)]\). At \(r_1=1\) and \(r_2=0.5\) bohr it equals \(3(e^{-1}+e^{-1/4})=3.440\) hartree. The full kernel has eigenvalue 0 for \(l=0\) and 1 for \(l=1\), so the retained negative part has \(-\frac34\) and \(\frac12\). The sum is correct for \(l=0\), but for \(l=1\) it is \(\frac34+\frac12=\frac54\) instead of 1. The p component is repelled too strongly. The higher components are affected as well: \(\lambda_2^+=\frac34\int_0^1 t(3t^2-1)\,dt=\frac3{16}\), so for \(l=2\) the sum is \(\frac34-\frac3{16}=\frac9{16}\) instead of 0.

Now use \(J=r_{12}/[2(1+\beta r_{12})]\). Every \(\beta\) gives the same slope, \(\frac12\), at \(r_{12}=0\), so the electron–electron cusp does not select one. The errors \(E-E_0\), in millihartree, are:

| Jastrow factor | Locality | T-moves |
|---|---:|---:|
| \(J=0\) | −8.27 | +1.34 |
| \(\beta=2\) bohr⁻¹ | −5.29 | +0.85 |
| \(\beta=1\) bohr⁻¹ | −2.17 | +0.37 |
| \(\beta=0.5\) bohr⁻¹ | −0.32 | +0.07 |
| \(\beta=0.2\) bohr⁻¹ | −9.54 | +1.14 |

All five trial functions have the same empty set of nodes. Their energies nevertheless span 9.22 millihartree (251 meV) in the locality approximation and 1.27 millihartree (35 meV) with T-moves. The reference is \(E_0=-1.3745\) hartree (−37.40 eV), the ground-state energy of the full nonlocal Hamiltonian in the same basis, not a measured energy. For \(J=0\) and \(\beta=0.5\) bohr⁻¹, a smaller basis changed the errors by at most 0.022 millihartree, but the expansion in \(P_l(x)\) converges slowly at the electron–electron cusp. The total energies are therefore too high by 0.1 to 0.15 millihartree: the complete-basis value of \(E_0\) is close to −1.3747 hartree (−37.41 eV). Most of this cancels in the differences, which should still be trusted only to about 0.05 millihartree. In the complete-basis limit the locality errors at \(J=0\) and \(\beta=0.2\) bohr⁻¹ are near −8.24 and −9.58 millihartree and their spread is near 9.27 millihartree, while the T-move entries move by less than 0.01 millihartree.

The reported energy must also be distinguished from the quality of the projected state. For \(J=0\), the locality energy is 8.27 millihartree too low, while the expectation value of the true \(H\) in the projected state is 6.58 millihartree too high.

The numerical check also builds a trial function from the computed ground state, which it finds positive wherever both electrons are within 4 bohr of the core. In the distant tail, where the finite basis is unreliable, a constant angular shape is substituted. Both errors then fall below one microhartree. Multiplying this function by \(e^{\varepsilon x}\), and averaging over \(\pm\varepsilon\), gives shifts that grow by factors of 4.01 (locality) and 4.00 (T-moves) when \(\varepsilon\) doubles from 0.02 to 0.04, so the even part of the shift is quadratic. The average cancels any linear term by construction and cannot test its absence. The check tests that separately: the slope \([E(+0.02)-E(-0.02)]/0.04\) is required to be smaller than 0.003 hartree in magnitude for both schemes. At \(\varepsilon=0.02\) this limits the linear part of the shift to 60 microhartree, against even parts of −326 (locality) and +41 (T-moves) microhartree. The bound is informative for the locality approximation but weak for T-moves, where the absence of a linear term rests on the argument above.

## When the dependence disappears

Nonlocality alone does not make T-moves depend on \(J\). An s projector has the kernel \(Av(r_i)/(4\pi)\), whose sign is that of \(A\).

If \(A<0\), every nonlocal move is allowed. Then \(W^+=0\) and \(H_{\rm TM}=H\), so T-moves are exact for every positive \(\psi\). With \(A=-1\) hartree the computed T-move error is zero to the printed precision, while the locality error changes from −3.84 millihartree at \(J=0\) to −0.15 at \(\beta=0.5\) bohr⁻¹.

If \(A>0\), no nonlocal move is allowed. Then \(W^-=0\) and the two schemes coincide. With \(A=+1\) hartree both errors are +3.73 millihartree at \(J=0\) and +1.42 at \(\beta=0.5\) bohr⁻¹.

The statement that DMC depends on the nodes alone therefore holds when the walk represents the original Hamiltonian within the nodal boundary condition. Once part of a nonlocal potential is localized with \(\psi\), the values of \(\psi\) between the nodes can matter as well. The pseudo-atom shows this effect with trial functions that impose no nodal boundary at all.

## Table of computed values

```
Core charge 2.0 e; p strength 4.0 hartree; range exponent 1 bohr^-2
Basis: 10 radial functions, l = 0 to 6
Harmonic atom, frequency 0.5 a.u.: two-electron solver 2.000247 hartree, separated motion 2.000006 hartree
Full nonlocal Hamiltonian E0 = -1.374524 hartree = -37.4027 eV
Energy with W deleted = -1.382792 hartree
Weights of l=0,1,2 in ground state: 0.991091 0.008135 0.000672
Positive p-kernel eigenvalues l=0,1,2: 0.750000 0.500000 0.187500
Effective potentials at r1=1.0 bohr, r2=0.5 bohr (hartree):
  J=0, same side: V_LA=0.00000, V_plus=3.44004
  J=0, opposite: V_LA=0.00000, V_plus=3.44004
  beta=0.5/bohr, same side: V_LA=-0.54400, V_plus=3.69270
  beta=0.5/bohr, opposite: V_LA=0.43284, V_plus=3.37101
p channel: DMC energy E (hartree), E-E0 and <H>-E0 (millihartree)
  LA J=0: -1.382792, -8.2671, +6.5816
  LA beta=2.0/bohr: -1.379819, -5.2946, +4.1016
  LA beta=1.0/bohr: -1.376696, -2.1719, +1.5547
  LA beta=0.5/bohr: -1.374840, -0.3158, +0.1544
  LA beta=0.2/bohr: -1.384062, -9.5375, +8.9801
  TM J=0: -1.373186, +1.3389, +0.1273
  TM beta=2.0/bohr: -1.373674, +0.8505, +0.0801
  TM beta=1.0/bohr: -1.374155, +0.3695, +0.0331
  TM beta=0.5/bohr: -1.374459, +0.0650, +0.0046
  TM beta=0.2/bohr: -1.373388, +1.1364, +0.1270
LA Jastrow spread: 9.2217 millihartree = 250.934 meV
LA mixed estimate, beta=0.5/bohr: -1.374839 hartree
LA error with ground-state trial: -0.216 microhartree
LA even error, eps=0.02, 0.04: -325.91, -1305.68 microhartree; ratio 4.006
TM Jastrow spread: 1.2739 millihartree = 34.664 meV
TM mixed estimate, beta=0.5/bohr: -1.374462 hartree
TM error with ground-state trial: +0.150 microhartree
TM even error, eps=0.02, 0.04: +40.82, +163.27 microhartree; ratio 4.000
Largest basis change of tested energy errors: 0.0216 millihartree
s channel: E0 (hartree), LA-E0 and TM-E0 (millihartree)
  A=+1.0 hartree, J=0: -1.118121, +3.7260, +3.7260
  A=+1.0 hartree, beta=0.5/bohr: -1.118121, +1.4160, +1.4160
  A=-1.0 hartree, J=0: -1.811418, -3.8363, +0.0000
  A=-1.0 hartree, beta=0.5/bohr: -1.811418, -0.1458, +0.0000
```
